# Why Thole Smearing Bounds the Coupling of Induced Dipoles at Contact

## 1. Definitions and conventions

Atomic units with $4\pi\varepsilon_0=1$ are used, so a polarizability $\alpha$ is in bohr³. Each site $i$ is isotropic, responds linearly, and carries an induced dipole $\boldsymbol\mu_i$. There are no permanent charges and no short-range repulsion. The sites are held at fixed positions. With $\mathbf E_i$ the applied field,

$$\boldsymbol\mu_i=\alpha_i\Big(\mathbf E_i+\sum_{j\ne i}T_{ij}\boldsymbol\mu_j\Big).$$

Let $\phi(r)$ be the interaction potential of two unit charges, $1/r$ for point charges. A dipole $\boldsymbol\mu$ produces the potential $-\boldsymbol\mu\cdot\nabla\phi$. Its field is minus the gradient of that, $(\nabla\nabla\phi)\boldsymbol\mu$, so $T=\nabla\nabla\phi$.

For a pair, define the length and the scaled distances

$$s=(\alpha_1\alpha_2)^{1/6},\qquad u=r/s,\qquad x=au,$$

where $a$ is the dimensionless smearing parameter. A larger $a$ means a more compact charge. The word "axial" refers to the direction joining the pair, "transverse" to the two directions perpendicular to it.

## 2. The restoring term against the coupling

The dipole equations are the stationarity conditions of

$$U=\tfrac12\boldsymbol\mu^{T}(\alpha^{-1}-T)\boldsymbol\mu-\boldsymbol\mu^{T}\mathbf E .$$

The term with $\alpha^{-1}$ is the cost of polarizing isolated sites; the term with $T$ is their mutual interaction. Put $\boldsymbol\mu=\alpha^{1/2}\mathbf v$. The quadratic part becomes

$$\tfrac12\mathbf v^{T}(1-M)\mathbf v=\tfrac12\sum_n(1-\lambda_n)c_n^2,\qquad M=\alpha^{1/2}T\alpha^{1/2},$$

where $\lambda_n$ are the eigenvalues of the symmetric matrix $M$ and $c_n$ the components of $\mathbf v$ along its eigenvectors. The energy has a unique minimum exactly when every coefficient is positive, that is, when $\lambda_{\max}<1$.

Stationarity gives $c_n=f_n/(1-\lambda_n)$, with $f_n$ the component of $\alpha^{1/2}\mathbf E$ along mode $n$. A driven mode therefore diverges as $\lambda_n\to1$. Beyond that value the equations again have a unique solution, except where another eigenvalue passes through 1, but it is a saddle point of the energy and not a stable state. This is the polarization catastrophe of the model.

## 3. The bare point-dipole coupling

For $\phi=1/r$, the first derivative is $-1/r^2$ and the second is $2/r^3$. The axial element of $T$ is $\phi''=2/r^3$ and each transverse element is $\phi'/r=-1/r^3$. In each direction $M$ is a two-by-two matrix with zero diagonal and off-diagonal element $t=\sqrt{\alpha_1\alpha_2}\,T$. Its eigenvalues are $+t$, for equal components of $\mathbf v$, and $-t$, for opposite components. The largest of all is axial and parallel:

$$\lambda_{\max}^{\rm point}=\frac{2\sqrt{\alpha_1\alpha_2}}{r^3}=\frac{2}{u^3}.$$

It grows without limit as $r\to0$ and equals 1 at

$$r_c=(4\alpha_1\alpha_2)^{1/6}.$$

For identical sites in a uniform axial field, $\mu=\alpha(E+2\mu/r^3)$ on each site. Solving for $\mu$ and adding the two dipoles gives

$$\alpha_\parallel=\frac{2\alpha}{1-2\alpha/r^3},$$

which diverges at $r_c$ and is negative inside it. The restoring cost $1/\alpha$ does not depend on distance, so no finite cost can compete with a coupling that grows as $r^{-3}$.

## 4. Replacing the points by clouds

Let each site of the pair carry its charge, and hence its dipole, in a spherical cloud. With $\kappa=a/s$,

$$d(r)=\frac{\kappa^2e^{-\kappa r}}{4\pi r}.$$

Its Fourier transform is

$$\hat d(k)=\frac{4\pi}{k}\int_0^\infty r\,d(r)\sin kr\,dr=\frac{\kappa^2}{k}\,\frac{k}{\kappa^2+k^2}=\frac{\kappa^2}{\kappa^2+k^2}.$$

The interaction of two such clouds contains $\hat d^{\,2}$. It is the same as that of one point charge with a charge density whose transform is $\hat\rho=\hat d^{\,2}$. That density is Thole's exponential form,

$$\rho(r)=\frac{\kappa^3}{8\pi}e^{-\kappa r}.$$

To confirm this, differentiate $\int_0^\infty e^{-\kappa r}\sin kr\,dr=k/(\kappa^2+k^2)$ with respect to $-\kappa$, which gives $\int_0^\infty re^{-\kappa r}\sin kr\,dr=2\kappa k/(\kappa^2+k^2)^2$. Multiplication by $(4\pi/k)(\kappa^3/8\pi)$ yields $\kappa^4/(\kappa^2+k^2)^2=\hat d^{\,2}$.

The charge of $\rho$ inside radius $r$ is

$$P=4\pi\int_0^r\rho\,r'^2dr'=\tfrac12\int_0^x t^2e^{-t}dt=1-\Big(1+x+\tfrac{x^2}{2}\Big)e^{-x}.$$

Gauss's law gives $\phi'=-P/r^2$. The transverse element is $\phi'/r=-P/r^3$. For the axial element,

$$\phi''=\frac{2P}{r^3}-\frac{1}{r^2}\frac{dP}{dr}=\frac{2P}{r^3}-4\pi\rho .$$

Multiplying by $s^3=\sqrt{\alpha_1\alpha_2}$ and using $4\pi\rho s^3=\tfrac12a^3e^{-x}$,

$$t_T=-\frac{P}{u^3},\qquad t_L=\frac{2P}{u^3}-\frac{a^3}{2}e^{-x}.$$

Smearing thus makes two separate changes. The first reduces the bare coupling by the enclosed fraction $P$. The second, in the axial direction, subtracts the density present at the other site. At large $x$, $P\to1$ and the density term vanishes exponentially, so the point result returns.

## 5. The two changes at contact

For small $x$, expanding the integrand of $P$ gives $P=x^3/6-x^4/8+\dots$. Hence

$$t_T=-\frac{a^3}{6}\Big(1-\frac{3x}{4}+\dots\Big),$$

$$t_L=\frac{a^3}{3}\Big(1-\frac{3x}{4}\Big)-\frac{a^3}{2}(1-x)+\dots=-\frac{a^3}{6}+\frac{a^3x}{4}+\dots$$

The enclosed charge vanishes as $r^3$ and cancels the factor $r^{-3}$. This removes the divergence. The density term then changes the sign of the finite axial remainder, from $+a^3/3$ to $-a^3/6$. At contact all three directions are equivalent, as they must be at the centre of a sphere, and the common element is $-\tfrac{4\pi}{3}\rho(0)s^3$.

## 6. Which mode leads at each distance

For the smeared pair $\lambda_{\max}=\max(|t_L|,|t_T|)$. Let $\bar\rho$ be the mean density inside radius $r$, so that $P/r^3=\tfrac{4\pi}{3}\bar\rho$. Then

$$|t_T|=\tfrac{4\pi}{3}s^3\bar\rho,\qquad t_L=\tfrac{4\pi}{3}s^3(2\bar\rho-3\rho).$$

Because $\rho$ decreases outward, $\rho\le\bar\rho$. Therefore $-t_L\le|t_T|$, and a negative axial element never leads. A positive one leads when $\bar\rho>3\rho$, which is the condition

$$G(x)=P-\tfrac12x^3e^{-x}>0.$$

Here $G(0)=0$ and $G'=\tfrac12x^2e^{-x}(x-2)$. So $G$ falls until $x=2$ and then rises towards 1, crossing zero once, at $x_1$. Inside $x_1$ the leading mode is transverse and antiparallel. Outside, it is axial and parallel.

The leading eigenvalue decreases with distance throughout. Inside $x_1$ it is proportional to $\bar\rho$, which falls with $r$. Outside,

$$\frac{1}{a^3}\frac{dt_L}{dx}=-\frac{6}{x^4}H,\qquad H=P-\Big(\frac{x^3}{6}+\frac{x^4}{12}\Big)e^{-x},$$

with $H'=x^3e^{-x}(x-2)/12$, positive for $x>2$. At $x_1$, where $P=\tfrac12x_1^3e^{-x_1}$, one has $H=x_1^3e^{-x_1}(4-x_1)/12$. The numerical crossing in Section 8 gives $x_1\approx3.38<4$, so $H$ is positive from there on and $t_L$ falls. The pair therefore obeys

$$\lambda_{\max}<\frac{a^3}{6}\qquad(r>0),$$

with the bound approached at contact.

A bounded eigenvalue is not yet a stable one. If $a<6^{1/3}\approx1.817$, the pair is stable at every distance. If $a$ is larger, there is a residual instability below the distance $r_*$ at which $\lambda_{\max}=1$. At the crossing $x_1$ the leading eigenvalue is $P/u^3=\tfrac12a^3e^{-x_1}$, which is below 1 for $a$ up to about 3.9. For such $a$, $r_*$ lies inside the crossing and is the distance at which $P/u^3=1$. For still larger $a$ the instability sets in through the axial parallel mode, as it does for point dipoles.

For identical sites the transverse mode that leads inside the crossing has $\boldsymbol\mu_1=-\boldsymbol\mu_2$ and no total dipole, so a uniform field does not drive it. The axial polarizability $2\alpha/(1-t_L)$ even tends to the harmless value $2\alpha/(1+a^3/6)$ at contact. A finite, positive polarizability is thus no proof of stability. For unlike sites the same mode has dipoles in the ratio $\sqrt{\alpha_1}:-\sqrt{\alpha_2}$. Its total does not vanish, and a uniform transverse field does drive it.

## 7. Self-energy and the bound for many sites

A pair bound does not by itself control a dense cluster, because many neighbours act together. For $N$ identical sites the electrostatic field energy supplies a stronger argument. Now $s^3=\alpha$ and all clouds are the same.

The dipole clouds have polarization density $\sum_i\boldsymbol\mu_i d(\mathbf r-\mathbf r_i)$ and charge density equal to minus its divergence. In Fourier space their total Coulomb energy is

$$W=\frac12\int\!\frac{d^3k}{(2\pi)^3}\,4\pi\hat d^{\,2}\Big|\sum_i\hat{\mathbf k}\cdot\boldsymbol\mu_i\,e^{-i\mathbf k\cdot\mathbf r_i}\Big|^2=\frac12\boldsymbol\mu^TK\boldsymbol\mu\ge0.$$

The factor $4\pi/k^2$ of the Coulomb interaction has cancelled the $k^2$ from the two divergences. This $W$ is also $\frac{1}{8\pi}\int|\mathbf E|^2d^3r$, with $\mathbf E$ here the field of the clouds.

For $i\ne j$, the block of $K$ is $-\nabla\nabla\phi=-T_{ij}$, since two gradients of $e^{i\mathbf k\cdot\mathbf r}$ give $-\mathbf k\mathbf k$. For $i=j$ the angular average of $\hat{\mathbf k}\hat{\mathbf k}$ is one third of the unit matrix, so the block is $K_0$ times the unit matrix, with

$$K_0=\frac{4\pi}{3}\int\frac{d^3k}{(2\pi)^3}\hat\rho=\frac{4\pi}{3}\rho(0)=\frac{\kappa^3}{6}=\frac{a^3}{6\alpha}.$$

Thus $K=K_0-T$. The self-energy $\tfrac12K_0\mu^2$ is not a separate term of $U$, because $\alpha$ already describes the full response of an isolated site. The matrix that decides stability now splits into two parts:

$$\alpha^{-1}-T=\Big(\frac1\alpha-K_0\Big)+K .$$

The second part is never negative. The first is a plain number, and comparing its two terms settles the matter: $K_0$ relative to $1/\alpha$ is $a^3/6$. Equivalently,

$$\lambda_{\max}(M)\le\alpha K_0=\frac{a^3}{6}$$

for any number and arrangement of identical sites. With $a<6^{1/3}$ no arrangement is unstable. For point dipoles $\kappa\to\infty$ and $K_0$ is infinite, so positivity of the field energy gives no limit on the mutual attraction. This smearing works because it keeps the coupling a true field energy of identical clouds while making the self-energy finite.

The bound cannot be lowered. If all $N$ sites approach one point, each $T_{ij}$ tends to $-K_0$ times the unit matrix. Any set of dipoles with zero sum then satisfies $\sum_{j\ne i}T_{ij}\boldsymbol\mu_j=K_0\boldsymbol\mu_i$, which is the eigenvalue $a^3/6$.

Two conditions limit the argument. Unlike sites have pair-dependent widths in Thole's scheme, which do not in general follow from one fixed cloud per site, so the $N$-site bound is not claimed for mixtures. For another smearing shape, a finite central density still gives a finite contact element, but the $N$-site proof also needs $\hat\rho\ge0$. Without it the bound can fail: for $\rho\propto e^{-au^3}$ the transform is negative over a range of $k$, and dense clusters of identical sites exceed the contact value.

## 8. Weighing the contributions in numbers

Take two model sites with $\alpha=10$ bohr³, so $s=2.1544$ bohr. Two smearing parameters lie on either side of the limit: $a=1.7$, with $a^3/6=0.8188$, and $a=2.1$, with $a^3/6=1.5435$. The point threshold is $r_c=400^{1/6}=2.7144$ bohr (1.436 Å).

At this distance $u^3=r_c^3/\alpha=2$, and the contributions for $a=2.1$ can be separated:

- The bare axial coupling is $2/u^3=1$.
- The enclosed fraction follows from the computed leading eigenvalue, 0.2465. It equals $P/u^3$, because this distance lies inside the crossing at $x_1$. So $P=0.493$, and the axial coupling drops from 1 to 0.493.
- With $x=2.1\times2^{1/3}=2.6458$, the density term is $\tfrac12(9.261)e^{-2.6458}=0.329$. It lowers the coupling further, to $t_L=0.164$.

The enclosed charge removes about 0.51 and the local density about 0.33 of the original 1. What remains is smaller than the transverse value 0.2465, so the latter is the leading eigenvalue.

| $r$ (bohr) | point | $a=1.7$ | $a=2.1$ |
|---:|---:|---:|---:|
| 10.0 | 0.0200 | 0.0188 | 0.0197 |
| 4.0 | 0.3125 | 0.0955 | 0.1395 |
| 2.0 | 2.500 | 0.264 | 0.387 |
| 0.5 | 160 | 0.611 | 1.076 |
| 0.1 | 20000 | 0.772 | 1.435 |

The point column grows by the factor $5^3=125$ in the last step, while the smeared columns approach their bounds. For $a=2.1$ the leading mode changes at 3.471 bohr, which is $x_1=2.1\times3.4713/2.1544=3.38$. The residual instability begins at $r_*=0.603$ bohr (0.319 Å).

The axial polarizability shows the same contrast. At 3.0 bohr the point value is $20/(1-20/27)=77.1$ bohr³. At 2.8 bohr it is 224.9, and at 2.5 bohr it is $-71.4$. The smeared values for $a=2.1$ at these distances lie between 23.7 and 24.0 bohr³. They vary little because $t_L$ is near its maximum there: it is negative at contact and decays as $2/u^3$ far away, so it must peak in between.

A $3\times3\times3$ simple cubic cluster of the same sites weighs the many-body part. Adding sites cannot lower $\lambda_{\max}$, because a trial vector that vanishes on the new sites reproduces the old value. At a spacing of 1 bohr and $a=2.1$, the pair has 0.757 and is stable, whereas the cube has 1.148 and is not. The cube's critical spacing is 3.505 bohr for point dipoles and 1.410 bohr for $a=2.1$. For $a=1.7$, the largest value found between 0.2 and 8 bohr is 0.784.

The bound was also tested on 40 random arrangements of 30 such sites, ten in each of four cubic boxes with edges of 0.5, 2, 5 and 10 bohr. The highest eigenvalues were 0.808 for $a=1.7$ and 1.518 for $a=2.1$, both below the bounds. With point dipoles, every arrangement had a largest eigenvalue of at least 5.6. The full set of values is in the numerical output.

## 9. Bearing on real molecules and dielectrics

A polarizability near 10 bohr³ is roughly the size of a free carbon atom, or of a carbon site in a smeared model, and a carbon–carbon single bond is roughly 1.5 Å long. The point model would then have $\lambda_{\max}=(1.436/1.5)^3\approx0.9$, so its axial response would be amplified several-fold, by a factor very sensitive to the exact bond length and polarizability. The site value depends on the model, however. A point model fitted to the mean polarizabilities of methane and ethane needs a carbon value near 5 bohr³, for which the bonded carbon pair has $\lambda_{\max}\approx0.4$. Such a model stays stable at ordinary bond lengths only by using reduced site values, and it still exaggerates the response of ethane along the carbon–carbon axis relative to that across it. Of the two smearing parameters used here, $a=1.7$ gives the more diffuse clouds. With $a=2.1$ the residual pair threshold, about 0.3 Å, and the cube's threshold, about 0.75 Å, both lie well inside carbon–carbon bond lengths; larger or more closely packed blocks of such sites raise the second figure somewhat, to above 0.8 Å. At fixed $a$ these distances scale as $\alpha^{1/3}$, so doubling $\alpha$ increases them by 26%.

Real atoms at close contact break the assumption of fixed, linear, isotropic sites: their electrons overlap, repel by exchange and transfer charge. The scaling above covers a change of $\alpha$ alone; the size of the other effects cannot be obtained from this model. In a simulation of a dielectric, $a<6^{1/3}$ guarantees a stable solution for the induced dipoles at any given positions, provided all polarizable sites are identical and of this kind and their mutual interaction is kept in full. Cutting the interaction off at a finite distance can destroy the positivity on which the bound rests, so the guarantee no longer holds. Stable does not mean small: in this linear model the dipoles grow in proportion to the applied field, and the field of an unsmeared ion has no limit at close approach. Ions with a different polarizability of their own make the system a mixture, which the $N$-site bound does not cover; a group of sites with very different polarizabilities can be unstable even for $a<6^{1/3}$. A larger $a$ requires that the sites be kept out of the unstable region, and for a dense group that region extends further than the pair threshold suggests. Fits of this exponential form to molecular polarizabilities give $a$ near 2.1, above the limit, so the guarantee does not cover them. Neither choice ensures accurate polarizabilities, which must be judged separately.

## Table of computed values

```
site polarizability alpha = 10.0 bohr^3
scaling length s = 2.1544 bohr
limiting smearing parameter 6^(1/3) = 1.8171
a = 1.7: bound a^3/6 = 0.8188
a = 2.1: bound a^3/6 = 1.5435
point pair critical distance = 2.7144 bohr = 1.4364 angstrom
a = 2.1: residual critical distance = 0.6029 bohr = 0.3190 angstrom
a = 2.1: leading mode changes at r = 3.4713 bohr
a = 2.1: smeared/point eigenvalue at 12 bohr = 0.9960
PAIR largest eigenvalue: r (bohr), point, a=1.7, a=2.1
 10.0000       0.0200   0.0188   0.0197
  5.0000       0.1600   0.0731   0.1029
  4.0000       0.3125   0.0955   0.1395
  3.0000       0.7407   0.1562   0.2073
  2.7144       1.0000   0.1808   0.2465
  2.0000       2.5000   0.2638   0.3871
  1.0000      20.0000   0.4586   0.7571
  0.5000     160.0000   0.6109   1.0758
  0.1000   20000.0000   0.7719   1.4349
PAIR axial polarizability (bohr^3): r (bohr), point, a=2.1
  4.00     29.091     23.243
  3.00     77.143     23.976
  2.80    224.918     23.970
  2.50    -71.429     23.758
CUBE of 27 largest eigenvalue: spacing (bohr), point, a=1.7, a=2.1
  6.00       0.1994   0.1379   0.1655
  5.00       0.3445   0.1913   0.2455
  4.00       0.6728   0.2653   0.3677
  3.00       1.5948   0.3648   0.5498
  2.00       5.3825   0.4928   0.8086
  1.00      43.0602   0.6475   1.1482
  0.50     344.4814   0.7320   1.3418
cube critical spacing, point = 3.5050 bohr
cube critical spacing, a = 2.1: 1.4099 bohr
cube, a = 1.7: largest eigenvalue in scan = 0.7840
cube scan range = 0.20 to 8.00 bohr
random clusters: 40 arrangements of 30 sites
random clusters, a = 1.7: highest eigenvalue = 0.8079
random clusters, a = 2.1: highest eigenvalue = 1.5180
random clusters, point: lowest of the largest = 5.619
```
